# Hyperfine mixing of the 2P levels in muonic hydrogen

**Problem**

A negative muon (mass $m$, spin $\mathbf s_1$, $g_1=2(1+a_\mu)$) is bound to a point proton (mass $M$, spin $\mathbf s_2$, $g$ factor $g_2$) in the 2P shell. Units are $\hbar=c=1$; $\mu=mM/(m+M)$, lengths are measured in $a=1/(\mu\alpha)$, and energies are given in meV, because electronic Hartree units fit neither scale. Take as given from QED the vertex $\Gamma^\mu=\gamma^\mu+(g/2-1)\,i\sigma^{\mu\nu}q_\nu/2m$ and the one-loop electron vacuum polarization, which multiplies the photon propagator at spatial momentum transfer $\mathbf q$ by $1+\Pi$, with
$$\Pi=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln\!\Big[1+x(1-x)\frac{\mathbf q^2}{m_e^2}\Big].$$
The data are the CODATA values $m=105.658376$ MeV, $M=938.272089$ MeV, $m_e=0.51099895$ MeV, $1/\alpha=137.035999$, $g_1=2.00233184$, $g_2=5.58569469$.

(a) Derive the spin-dependent interaction to order $1/\text{mass}^2$ for a static potential $-\alpha\phi(r)$.

(b) Find its matrix in the states $|j,F\rangle$, where $\mathbf j=\mathbf L+\mathbf s_1$ and $\mathbf F=\mathbf j+\mathbf s_2$, diagonalize it, and give the shift $\Delta$ of each $F=1$ level caused by their mixing.

(c) Evaluate $\Delta$ for $\phi=1/r$.

(d) Include vacuum polarization to first order.

(e) Estimate the omitted relativistic terms and state $\Delta$ to three significant figures.

**Solution**

**(a) The spin-dependent potential**

In the centre-of-mass frame the muon goes from $\mathbf p$ to $\mathbf p'=\mathbf p+\mathbf q$, the proton from $-\mathbf p$ to $-\mathbf p'$, and $|\mathbf p|=|\mathbf p'|$, so the photon carries no energy. With spinors normalized to $u^\dagger u=1$, the Born amplitude is the potential in momentum space,
$$V(\mathbf q)=-\alpha\,\tilde\phi(\mathbf q)\,\big(J_1^0J_2^0-\mathbf J_1\cdot\mathbf J_2\big),\qquad J^\mu=\bar u'\Gamma^\mu u,$$
with $\tilde\phi=4\pi/\mathbf q^2$ for the bare photon; the minus sign comes from the opposite charges. The Gordon identity gives $J^\mu=\frac g2\,\bar u'\gamma^\mu u-(\frac g2-1)\frac{(p+p')^\mu}{2m}\bar u'u$. To the order needed $u=N(\chi,\ \boldsymbol\sigma\cdot\mathbf p\,\chi/2m)$, where $N=1+O(p^2/m^2)$ carries no spin.

For the time component, $\bar u'\gamma^0u$ and $\bar u'u$ contain $1\pm(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)/4m^2$, whose spin parts are $\pm i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)/4m^2$. The weights add to $\frac g2+(\frac g2-1)=g-1$. With $\mathbf p'\times\mathbf p=\mathbf q\times\mathbf p$ and $\boldsymbol\sigma=2\mathbf s$,
$$J^0=1+\frac{g-1}{2m^2}\,i\,\mathbf s\cdot(\mathbf q\times\mathbf p)+\text{spin-free terms}.$$
For the space components, $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives $\bar u'\boldsymbol\gamma u=[\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf p)+(\boldsymbol\sigma\cdot\mathbf p')\boldsymbol\sigma]/2m=(\mathbf p+\mathbf p'+i\boldsymbol\sigma\times\mathbf q)/2m$, so
$$\mathbf J=\frac{\mathbf p+\mathbf p'}{2m}+\frac{ig}{2m}\,\mathbf s\times\mathbf q .$$
For the proton all momenta change sign: $J_2^0$ keeps its form and $\mathbf J_2$ is reversed. Hence $-\mathbf J_1\cdot\mathbf J_2$ is the product of the two brackets with a plus sign. Its cross terms use $(\mathbf s\times\mathbf q)\cdot(2\mathbf p+\mathbf q)=2\,\mathbf s\cdot(\mathbf q\times\mathbf p)$, and its spin–spin term uses $(\mathbf s_1\times\mathbf q)\cdot(\mathbf s_2\times\mathbf q)=\mathbf q^2\,\mathbf s_1\cdot\mathbf s_2-(\mathbf s_1\cdot\mathbf q)(\mathbf s_2\cdot\mathbf q)$ with a factor $i^2=-1$:
$$V_{\rm spin}=-i\alpha\tilde\phi\,(c_1\mathbf s_1+c_2\mathbf s_2)\cdot(\mathbf q\times\mathbf p)+\alpha k\tilde\phi\,\big[\mathbf q^2\mathbf s_1\cdot\mathbf s_2-(\mathbf s_1\cdot\mathbf q)(\mathbf s_2\cdot\mathbf q)\big],$$
$$c_1=\frac{g_1-1}{2m^2}+\frac{g_1}{2mM},\qquad c_2=\frac{g_2-1}{2M^2}+\frac{g_2}{2mM},\qquad k=\frac{g_1g_2}{4mM}.$$
The $g-1$ terms couple each spin to the electric field of the partner, the $-1$ being the Thomas precession; the $1/mM$ terms couple it to the magnetic field of the partner's motion.

Under $\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}$, $\partial_j\phi\to iq_j\tilde\phi$. Since $(-\phi'/r)\,\mathbf r=-\nabla\phi$, the operator $(-\phi'/r)\,\mathbf s\cdot(\mathbf r\times\mathbf p)$ transforms to $-i\tilde\phi\,\mathbf s\cdot(\mathbf q\times\mathbf p)$, and $\partial_i\partial_j\phi\to-q_iq_j\tilde\phi$. Therefore
$$V_{\rm spin}=\alpha\Big(-\frac{\phi'}{r}\Big)(c_1\mathbf L\cdot\mathbf s_1+c_2\mathbf L\cdot\mathbf s_2)+\alpha k\big[s_1^is_2^j\,\partial_i\partial_j\phi-\mathbf s_1\cdot\mathbf s_2\nabla^2\phi\big].$$
With $\mathbf n=\mathbf r/r$ and $\partial_in_j=(\delta_{ij}-n_in_j)/r$,
$$\partial_i\partial_j\phi=n_in_j\phi''+(\delta_{ij}-n_in_j)\frac{\phi'}r=\Big(n_in_j-\frac{\delta_{ij}}3\Big)\Big(\phi''-\frac{\phi'}r\Big)+\frac{\delta_{ij}}3\nabla^2\phi ,$$
so the last bracket equals $\frac13(\phi''-\phi'/r)\,T-\frac23\,\mathbf s_1\cdot\mathbf s_2\nabla^2\phi$, where $T=3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)-\mathbf s_1\cdot\mathbf s_2$. Averaging over the common 2P radial function gives, within the twelve 2P states,
$$H=A\,\mathbf L\cdot\mathbf s_1+B\,\mathbf L\cdot\mathbf s_2+C\,T+D\,\mathbf s_1\cdot\mathbf s_2,$$
$$\frac A{c_1}=\frac B{c_2}=\alpha\Big\langle-\frac{\phi'}r\Big\rangle,\qquad C=\frac{\alpha k}3\Big\langle\phi''-\frac{\phi'}r\Big\rangle,\qquad D=-\frac{2\alpha k}3\langle\nabla^2\phi\rangle .$$
Spin-free terms move all twelve states together and are dropped.

**(b) Matrix elements and diagonalization**

The operators are simplest in the basis coupled through $\mathbf S=\mathbf s_1+\mathbf s_2$, with states $^1P_1$, $^3P_0$, $^3P_1$, $^3P_2$. From $\mathbf F=\mathbf L+\mathbf S$, $\mathbf L\cdot\mathbf S=\frac12[F(F+1)-2-S(S+1)]$ equals $0,-2,-1,1$ in that order, and $\mathbf s_1\cdot\mathbf s_2$ is $-\frac34$ for the singlet and $\frac14$ for the triplet.

$T$ is symmetric under exchange of the spins, so it does not connect singlet and triplet. From $(\mathbf S\cdot\mathbf n)^2=\frac12+2(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)$, the singlet has $T=3(-\frac14)+\frac34=0$ and the triplet has $T=\frac32(\mathbf S\cdot\mathbf n)^2-1$. A triplet spin state is a vector $\mathbf v$ with $(\mathbf S\cdot\mathbf n)\mathbf v=i\,\mathbf n\times\mathbf v$, so $(\mathbf S\cdot\mathbf n)^2\mathbf v=\mathbf v-\mathbf n(\mathbf n\cdot\mathbf v)$ and
$$\langle T\rangle=\frac12-\frac32\frac{\overline{|\mathbf n\cdot\mathbf v|^2}}{\overline{|\mathbf v|^2}},$$
the bar denoting the average over directions. A $^3P$ state is $v_b=t_{ab}n_a$, and the trace, antisymmetric and symmetric traceless parts of $t$ carry $F=0,1,2$. For $F=0$, $\mathbf v=\mathbf n$, the ratio is 1 and $T=-1$. For $F=1$, $\mathbf v\perp\mathbf n$ and $T=\frac12$. For $F=2$, isotropy and $\mathbf n^2=1$ fix $\overline{n_an_b}=\delta_{ab}/3$ and $\overline{n_an_bn_cn_d}=(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})/15$; the ratio is $\frac2{15}/\frac13=\frac25$ and $T=-\frac1{10}$.

Write $\mathbf L\cdot\mathbf s_{1,2}=\frac12\mathbf L\cdot\mathbf S\pm\frac12\mathbf L\cdot(\mathbf s_1-\mathbf s_2)$. The second part is odd under spin exchange and conserves $F$, so it has a single element $z$, between $^1P_1$ and $^3P_1$. In that basis $\mathbf L\cdot\mathbf s_1$ has diagonal $(0,-\frac12)$. Its allowed eigenvalues, $\frac12[j(j+1)-\frac{11}4]$, are $\frac12$ for $j=\frac32$ and $-1$ for $j=\frac12$; the trace $-\frac12$ requires one of each, and the determinant gives $-|z|^2=-\frac12$. The relative phase of the two states is chosen so that $z=+1/\sqrt2$. The eigenvectors are
$$|\tfrac32,1\rangle=\sqrt{\tfrac23}\,{}^1P_1+\sqrt{\tfrac13}\,{}^3P_1,\qquad|\tfrac12,1\rangle=\sqrt{\tfrac13}\,{}^1P_1-\sqrt{\tfrac23}\,{}^3P_1 .$$
An operator with singlet element $y$, triplet element $t$ and off-diagonal element $z$ then has
$$O_{\frac32\frac32}=\frac{2y+t+2\sqrt2z}3,\qquad O_{\frac12\frac12}=\frac{y+2t-2\sqrt2z}3,\qquad O_{\frac32\frac12}=\frac{\sqrt2(y-t)-z}3 .$$
For $\mathbf L\cdot\mathbf s_2$, $(y,t,z)=(0,-\frac12,-\frac1{\sqrt2})$ gives $-\frac56,\ \frac13,\ \frac{\sqrt2}3$. For $T$, $(0,\frac12,0)$ gives $\frac16,\ \frac13,\ -\frac{\sqrt2}6$. For $\mathbf s_1\cdot\mathbf s_2$, $(-\frac34,\frac14,0)$ gives $-\frac5{12},\ -\frac1{12},\ -\frac{\sqrt2}3$. The states $F=0$ and $F=2$ are the pure triplets $^3P_0$ and $^3P_2$, where $\mathbf L\cdot\mathbf s_1=\mathbf L\cdot\mathbf s_2=\frac12\mathbf L\cdot\mathbf S$. The diagonal energies $E(j,F)$ and the coupling are
$$E(\tfrac12,0)=-A-B-C+\tfrac D4,\qquad E(\tfrac12,1)=-A+\tfrac B3+\tfrac C3-\tfrac D{12},$$
$$E(\tfrac32,1)=\tfrac A2-\tfrac{5B}6+\tfrac C6-\tfrac{5D}{12},\qquad E(\tfrac32,2)=\tfrac A2+\tfrac B2-\tfrac C{10}+\tfrac D4,$$
$$V=\frac{\sqrt2}6\,(2B-C-2D).$$
The overall sign of $V$ follows the phase choice; the relative signs inside it are physical. In the $(2F+1)$-weighted means of each $j$ the terms in $B,C,D$ cancel, leaving $-A$ and $A/2$, so the fine structure is $3A/2$. The hyperfine intervals before mixing are $h_{1/2}=\frac43(B+C)-\frac D3$ and $h_{3/2}=\frac43B-\frac4{15}C+\frac23D$, and the gap between the unmixed $F=1$ levels is
$$G=E(\tfrac32,1)-E(\tfrac12,1)=\frac{3A}2-\frac{7B}6-\frac C6-\frac D3=\frac{3A}2-\frac{h_{1/2}}4-\frac{5h_{3/2}}8 .$$

Take $G>0$ and write the upper eigenvalue as $E(\frac32,1)+\Delta$. The secular determinant is $(-\Delta)(-G-\Delta)-V^2=0$, so
$$\Delta(\Delta+G)=V^2,\qquad\Delta=\sqrt{G^2/4+V^2}-G/2=\frac{V^2}G-\frac{V^4}{G^3}+\dots$$
The trace is conserved, so the lower level is $E(\frac12,1)-\Delta$; the levels $F=0$ and $F=2$ have no partner in the shell and stay. The upper state is $\cos\theta\,|\frac32,1\rangle+\sin\theta\,|\frac12,1\rangle$. The second row of the eigenvalue equation gives $\tan\theta=V/(G+\Delta)=\Delta/V$, hence $\tan2\theta=2\Delta V/(V^2-\Delta^2)=2V/G$ and $\sin^2\theta=\Delta/(G+2\Delta)$. Differentiating the secular equation gives the response to small changes,
$$\delta\Delta=\frac{2V\,\delta V-\Delta\,\delta G}{G+2\Delta}.$$
As $M\to\infty$, $B$ and $C$ fall as $1/M$ while $A$ stays finite, so $\Delta\propto1/M^2$ and $j$ is a good quantum number. For equal masses and $g$ factors, $A=B$, $H$ commutes with spin exchange and the eigenstates are $^1P_1$ and $^3P_1$. The closed form for $\Delta$ holds throughout; the series converges only for $|V|\le G/2$.

**(c) Coulomb potential (Breit level)**

For $\phi=1/r$, both $-\phi'/r$ and $\frac13(\phi''-\phi'/r)$ equal $1/r^3$, and $\nabla^2\phi=-4\pi\delta^3(\mathbf r)$ vanishes on a P state, so $D=0$. With $\rho=r/a$ the reduced radial function obeys $R^2=\rho^4e^{-\rho}/24$, normalized by $\int R^2d\rho=1$, and $\langle\rho^{-3}\rangle=1!/24$. Thus $A=wc_1$, $B=wc_2$, $C=wk$ with $w=\mu^3\alpha^4/24$. For $g_1=2$ and $M\to\infty$ the fine structure becomes $m\alpha^4/32$, the leading Dirac value.

The data give $m/M=0.11260953$, $\mu=94.964471$ MeV, $w/mM=1.020706$ meV, and
$$c_1mM=\frac{1.00233184}{2(0.11260953)}+1.00116592=5.451641,$$
$$c_2mM=\frac{4.58569469\,(0.11260953)}2+\frac{5.58569469}2=3.051044,\qquad kmM=\frac{g_1g_2}4=2.796104 .$$
Multiplying by 1.020706 meV gives $3A/2=8.34679$, $B=3.11422$, $C=2.85400$ meV. Then, in meV,
$$G=8.34679-3.63326-0.47567=4.23786,\qquad V=0.235702\,(6.22844-2.85400)=0.79536,$$
$$\Delta=\sqrt{2.11893^2+0.79536^2}-2.11893=2.26329-2.11893=0.14436 .$$
The Breit value rounds to 0.144 meV, but it lies only 0.00014 meV, or $10^{-3}$ of $\Delta$, below the rounding boundary 0.1445, so the third figure depends on the next correction.

**(d) Vacuum polarization**

The polarization tensor is proportional to $q^2g^{\mu\nu}-q^\mu q^\nu$, and the $q^\mu q^\nu$ part vanishes between conserved currents. The factor $1+\Pi$ therefore multiplies $J_1^0J_2^0$ and $\mathbf J_1\cdot\mathbf J_2$ alike, and part (a) holds with $\tilde\phi=4\pi(1+\Pi)/\mathbf q^2$.

Set $Q=\mathbf q^2/m_e^2$ and $x=(1+v)/2$, so that $x(1-x)=(1-v^2)/4$ and, the integrand being even in $v$, $\int_0^1dx\to\int_0^1dv$. Integrate by parts with the antiderivative $(v-v^3/3)/4$; the boundary terms vanish, and the logarithm has derivative $-2vQ/[4+(1-v^2)Q]$:
$$\Pi=\frac\alpha\pi\int_0^1dv\,v^2\Big(1-\frac{v^2}3\Big)\frac Q{4+(1-v^2)Q}.$$
With $\xi^2=1/(1-v^2)$ one has $v^2=(\xi^2-1)/\xi^2$, $dv=d\xi/(\xi^2\sqrt{\xi^2-1})$, $1-v^2/3=\frac23(1+1/2\xi^2)$, and the last factor is $\xi^2Q/(Q+4\xi^2)$. Thus
$$\Pi=\frac{2\alpha}{3\pi}\int_1^\infty d\xi\,\eta(\xi)\frac{\mathbf q^2}{\mathbf q^2+4m_e^2\xi^2},\qquad\eta=\frac{\sqrt{\xi^2-1}}{\xi^2}\Big(1+\frac1{2\xi^2}\Big).$$
Since $4\pi/(\mathbf q^2+\lambda^2)$ is the transform of $e^{-\lambda r}/r$, the correction to $\phi$ (the Uehling potential) is a superposition of Yukawa terms $Y=e^{-\beta\rho}/\rho$, with $\beta=b\xi$ and $b=2m_e/\mu\alpha=1.474767$. That $b$ is of order one means the longest Yukawa range, $a/b=0.68\,a$, is comparable with $a$. The 2P orbit itself is larger, $\langle\rho\rangle=5$, but operators of the type $1/r^3$ weight it with $\rho e^{-\rho}$, which peaks at $\rho=1$.

The correction acts in two ways at first order. The first is the change of the operators. From $Y'=-(1+\beta\rho)e^{-\beta\rho}/\rho^2$ and $Y''=(2+2\beta\rho+\beta^2\rho^2)e^{-\beta\rho}/\rho^3$,
$$-\frac{Y'}\rho=\frac{(1+\beta\rho)e^{-\beta\rho}}{\rho^3},\qquad\frac13\Big(Y''-\frac{Y'}\rho\Big)=\frac{(1+\beta\rho+\beta^2\rho^2/3)e^{-\beta\rho}}{\rho^3},$$
and $\nabla^2Y=\beta^2e^{-\beta\rho}/\rho$ away from the origin. This last term is not a contact term, so $D\ne0$. With $p=1+\beta$ and $\int_0^\infty\rho^ne^{-p\rho}d\rho=n!/p^{n+1}$, the averages in units of $1/24$ are
$$f_{so}=\frac1{p^2}+\frac{2\beta}{p^3}=\frac{1+3\beta}{p^3},\qquad f_T=f_{so}+\frac{2\beta^2}{p^4},\qquad f_L=\frac{6\beta^2}{p^4}.$$

The second is the change of the wave function, which alters $\langle\rho^{-3}\rangle$. In the energy unit $\mu\alpha^2$, $H_0=-\frac12\partial_\rho^2+\rho^{-2}-\rho^{-1}$ and the perturbation is $-Y$. The change is $2\langle R|\rho^{-3}|\delta R\rangle$; because the reduced Green function is symmetric, it equals $2\langle\chi|(-Y)|R\rangle$, where $(H_0-E_0)\chi=-(\rho^{-3}-\frac1{24})R$ and $\langle R|\chi\rangle=0$ (the Dalgarno–Lewis method). Put $\chi=(f-\langle f\rangle)R$. Since $(H_0-E_0)fR=-\frac12f''R-f'R'=-(R^2f')'/2R$,
$$(R^2f')'=2\Big(\rho^{-3}-\frac1{24}\Big)R^2 .$$
Integrate from zero; an added constant would make $\chi\sim1/\rho$, which is not normalizable. With $\int_0^\rho se^{-s}ds=1-e^{-\rho}(1+\rho)$ and $\int_0^\rho s^4e^{-s}ds/24=1-e^{-\rho}(1+\rho+\frac{\rho^2}2+\frac{\rho^3}6+\frac{\rho^4}{24})$,
$$R^2f'=\frac2{24}e^{-\rho}\Big(\frac{\rho^2}2+\frac{\rho^3}6+\frac{\rho^4}{24}\Big),\qquad f'=\frac1{\rho^2}+\frac1{3\rho}+\frac1{12},\qquad f=-\frac1\rho+\frac{\ln\rho}3+\frac\rho{12}.$$
Differentiating the $n!$ integral with respect to $n$ gives $\int\rho^ne^{-p\rho}\ln\rho\,d\rho=n!\,[\psi(n+1)-\ln p]/p^{n+1}$, with $\psi$ the digamma function and $\psi(5)=\psi(4)+\frac14$. Then $\langle f\rangle=-\frac14+\frac{\psi(5)}3+\frac5{12}$, $24\langle Y\rangle=6/p^4$, and
$$24\langle fY\rangle=-\frac2{p^3}+\frac{2[\psi(4)-\ln p]}{p^4}+\frac2{p^5},\qquad24\langle f\rangle\langle Y\rangle=\frac{3/2+2\psi(4)}{p^4}.$$
The relative change of $\langle\rho^{-3}\rangle$ per unit Yukawa strength is $-2$ times the difference:
$$f_\psi=\frac4{p^3}+\frac{4\ln p+3}{p^4}-\frac4{p^5}.$$
At $\beta=0$ the perturbation is a change of nuclear charge and $f_\psi=3$, as $\langle r^{-3}\rangle\propto Z^3$ requires.

Define $\varepsilon_X=\frac{2\alpha}{3\pi}\int_1^\infty\eta\,f_X(b\xi)\,d\xi$, with $2\alpha/3\pi=1.548546\times10^{-3}$. Then
$$A=wc_1(1+\varepsilon_{so}+\varepsilon_\psi),\quad B=wc_2(1+\varepsilon_{so}+\varepsilon_\psi),\quad C=wk(1+\varepsilon_T+\varepsilon_\psi),\quad D=-\tfrac23wk\,\varepsilon_L .$$
At large $\beta$ the operator functions fall as $1/\beta^2$ and $f_\psi$ as $4/\beta^3$. For $b\gg1$, as in electronic hydrogen where $b\approx2/\alpha$, the operator corrections are therefore suppressed by $1/b^2$ and the wave-function correction by $1/b^3$. Adaptive numerical quadrature over $\xi$ gives
$$\varepsilon_{so}=3.649\times10^{-4},\quad\varepsilon_T=5.271\times10^{-4},\quad\varepsilon_L=4.865\times10^{-4},\quad\varepsilon_\psi=2.310\times10^{-4}.$$
In meV, $3A/2=8.34679(1+5.96\times10^{-4})=8.35176$, $B=3.11608$, $C=2.85400(1+7.58\times10^{-4})=2.85616$, $D=-\frac23(2.85400)(4.865\times10^{-4})=-0.00093$, and
$$G=8.35176-3.63542-0.47603+0.00031=4.24062,$$
$$V=0.235702\,(6.23215-2.85616+0.00185)=0.79616,$$
$$\Delta=\sqrt{2.12031^2+0.79616^2}-2.12031=2.26486-2.12031=0.14455\ \text{meV},$$
which is 34.95 GHz. The intervals are $h_{1/2}=7.9633$ and $h_{3/2}=3.3925$ meV. The levels in meV, labelled by the dominant $j$, are:

| $(j,F)$ | unmixed | mixed |
|---|---|---|
| $(\frac32,2)$ | 4.0561 | 4.0561 |
| $(\frac32,1)$ | 0.6636 | 0.8082 |
| $(\frac12,1)$ | −3.5770 | −3.7216 |
| $(\frac12,0)$ | −11.5403 | −11.5403 |

The admixture is $\sin^2\theta=0.0319$, or $\theta=10.29^\circ$. Second-order theory gives $V^2/G=0.14948$ meV, too high by 3.4% of $\Delta$; adding the fourth order gives 0.14421 meV, too low by 0.24% of $\Delta$, which still exceeds the polarization effect.

At the Breit values of (c) the response formula has coefficients $2V/(G+2\Delta)=0.3514$ and $\Delta/(G+2\Delta)=0.0319$. With $\delta V=0.000801$ and $\delta G=0.002757$ meV it gives $\delta\Delta=0.000281-0.000088\approx0.00019$ meV. The scalar term $D$ supplies $-\frac{\sqrt2}3D=0.000436$ meV of $\delta V$ and 0.00031 meV of $\delta G$, a net $0.000153-0.000010=0.00014$ meV in $\Delta$. Without it $\Delta$ would be 0.14441 meV.

**(e) Omitted terms**

The value 0.14455 meV is only 0.00005 meV above the rounding boundary, so terms of relative order $\alpha^2=5.33\times10^{-5}$ need an estimate. The Dirac equation supplies one for $M\to\infty$ and $g_1=2$. Write the state as $r^{-1}(P\,\Omega_\kappa,\ iQ\,\Omega_{-\kappa})$ with spinor harmonics obeying $\Omega_{-\kappa}=-\boldsymbol\sigma\cdot\mathbf n\,\Omega_\kappa$ and $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa$; here $\kappa=1$ for $2P_{1/2}$ and $\kappa=-2$ for $2P_{3/2}$. The identity $\boldsymbol\sigma\cdot\mathbf p=-i\boldsymbol\sigma\cdot\mathbf n\,(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$ yields, with $W=E/m$ and $\omega_\pm=(1\pm W)/\alpha$,
$$P'=-\frac\kappa\rho P+\Big(\omega_++\frac\alpha\rho\Big)Q,\qquad Q'=\frac\kappa\rho Q+\Big(\omega_--\frac\alpha\rho\Big)P .$$
The proton moment $\boldsymbol\mu_p$ couples through $\boldsymbol\alpha\cdot(\boldsymbol\mu_p\times\mathbf n)/r^2$. With $X=\boldsymbol\sigma\cdot(\boldsymbol\mu_p\times\mathbf n)$, the matrix element contains $-iP_aQ_b\,\Omega_a^\dagger X(\boldsymbol\sigma\cdot\mathbf n)\Omega_b+iQ_aP_b\,\Omega_a^\dagger(\boldsymbol\sigma\cdot\mathbf n)X\,\Omega_b$. Because $\boldsymbol\mu_p\times\mathbf n\perp\mathbf n$, $X$ anticommutes with $\boldsymbol\sigma\cdot\mathbf n$, and the element is an angular factor free of $\alpha$ times $I_{ab}=\int(P_aQ_b+Q_aP_b)\rho^{-2}d\rho$. As $\alpha\to0$, $P\to R$ and $Q\to\frac\alpha2(R'+\kappa R/\rho)$; since $\int2RR'\rho^{-2}d\rho=2\langle\rho^{-3}\rangle$ by parts, $I_{ab}\to(2+\kappa_a+\kappa_b)\alpha/48$.

The exact functions are $\rho^\gamma e^{-\lambda\rho}\sum_k(p_k,q_k)\rho^k$ with $\lambda^2=\omega_+\omega_-$ and
$$(\gamma+k+\kappa)p_k-\alpha q_k=\lambda p_{k-1}+\omega_+q_{k-1},\qquad\alpha p_k+(\gamma+k-\kappa)q_k=\lambda q_{k-1}+\omega_-p_{k-1}.$$
At $k=0$ the right sides vanish, which requires $\gamma^2=\kappa^2-\alpha^2$ and $q_0=(\gamma+\kappa)p_0/\alpha$. The series stops at $k=N=2-|\kappa|$ if $q_N=-\lambda p_N/\omega_+$. The right side of the first equation times $\omega_-$ equals that of the second times $\lambda$; equating the left sides at $k=N$ gives $2\lambda(\gamma+N)=\alpha(\omega_+-\omega_-)=2W$, that is $W=[1+\alpha^2/(N+\gamma)^2]^{-1/2}$. The norms and $I_{ab}$ are finite sums of Gamma functions. Evaluated at the physical $\alpha$ and divided by their limits, they give relative corrections, in units of $\alpha^2$, of 1.9585 for $h_{1/2}$, 0.2917 for $h_{3/2}$ and 0.5625 for $V$; the difference of the two $W$ divided by $\alpha^4/32$ gives 0.6250 for the fine structure. Applied to the values of (d),
$$\delta V=0.7962\,(0.5625)\,\alpha^2=2.4\times10^{-5},\qquad\delta G=(5.220-3.899-0.618)\,\alpha^2=3.7\times10^{-5}\ \text{meV},$$
so $\delta\Delta=0.3514\,\delta V-0.0319\,\delta G=7\times10^{-6}$ meV. This is an estimate without recoil, and it moves $\Delta$ away from the boundary, to 0.14456 meV.

The remaining terms are judged by power counting only, with coefficients not computed here. The proton size enters at relative order $(r_p/a)^2=(0.8407\ \text{fm}/284.748\ \text{fm})^2=8.7\times10^{-6}$, which means a few $10^{-6}$ meV at most in $\Delta$ for coefficients of order one. Two-loop polarization and the square of the Uehling term are of order $\alpha/\pi$ relative to the 0.00019 meV shift, and, relative to $7\times10^{-6}$ meV, recoil corrections to the Dirac factors are of order $m/M$ while terms of second order in the proton moment are of order $B/A\sim g_2m/M\approx0.6$. With coefficients of order one, each is far below the margin of about $5\times10^{-5}$ meV, and the repulsion of each $F=1$ level to three figures is
$$\Delta=0.145\ \text{meV}.$$
